# Single-boson-exchange decomposition of the two-particle vertex for a local interaction: a numerical check

```python
"""Single-boson-exchange decomposition of the two-particle vertex.

Result under test, for the action S = -psibar G0^-1 psi + u sum_x n_up n_dn:
    F = D_ph + D_phbar + D_pp - 2 u + phi,    D_r = lambda_r W_r lambdabar_r
F      : up-down vertex, indices (up out, up in, down out, down in)
D_r    : sum of diagrams that splitting one bare vertex separates in channel r
lambda : Hedin vertex, W : screened interaction, phi : u-irreducible rest
G = -<psi psibar>.  Diagrams are enumerated and classified as graphs; the
products lambda W lambdabar come from exact correlators of the finite integral.
"""
from itertools import combinations, permutations
from math import factorial
import numpy as np

N = 3
EYE = np.eye(N)
DELTA3 = np.einsum('ab,bc->abc', EYE, EYE)
DELTA4 = np.einsum('ab,bc,cd->abcd', EYE, EYE, EYE)
inv = np.linalg.inv


def es(spec, *arrays):
    return np.einsum(spec, *arrays, optimize=True)


# ---------- graph side: enumerate, split vertices, sum by class ----------
# leg bits of a vertex: 1 up out, 2 up in, 4 down out, 8 down in
HALVES = {'ph': (3, 12), 'phbar': (9, 6), 'pp': (5, 10)}


def components(blocks):
    """Merge bit masks that share a leg into connected components."""
    parts = []
    for block in blocks:
        rest = []
        for part in parts:
            if part & block:
                block |= part
            else:
                rest.append(part)
        parts = rest + [block]
    return parts


def cycle_count(p):
    seen, count = set(), 0
    for start in range(len(p)):
        if start not in seen:
            count += 1
            while start not in seen:
                seen.add(start)
                start = p[start]
    return count


def diagrams(n):
    """One-particle-irreducible diagrams; up exit is pinned to vertex 0,
    so every topology appears (n-1)! times."""
    found = []
    vertices = [15 << 4 * v for v in range(n)]
    perms = [(p, cycle_count(p)) for p in permutations(range(n))]
    for p, cp in perms:
        for q, cq in perms:
            for d in range(n):
                lines = [(1 << 4 * j) | (2 << 4 * p[j]) for j in range(1, n)]
                lines += [(4 << 4 * j) | (8 << 4 * q[j])
                          for j in range(n) if j != d]
                if len(components(vertices + lines)) > 1:
                    continue
                if any(len(components(vertices + lines[:i] + lines[i + 1:])) > 1
                       for i in range(len(lines))):
                    continue
                ends = [1, 2 << 4 * p[0], 4 << 4 * d, 8 << 4 * q[d]]
                external = sum(ends)
                channels = set()
                for v in range(n):
                    others = vertices[:v] + vertices[v + 1:] + lines
                    for name, (h1, h2) in HALVES.items():
                        parts = components(others + [h1 << 4 * v, h2 << 4 * v])
                        if len(parts) == 2:
                            inside = parts[0] & external
                            pair = sum(e for k, e in enumerate(ends)
                                       if (h1 >> k) & 1)
                            if inside in (pair, external - pair):
                                channels.add(name)
                            else:
                                assert inside in (0, external)
                found.append((p, q, d, cp + cq - 2, channels))
    return found


def graph_sums(G0, n, found):
    x = np.indices((N,) * n).reshape(n, -1)
    prop = [[G0[x[i], x[j]] for j in range(n)] for i in range(n)]
    sums = {k: np.zeros(N**4) for k in ('ph', 'phbar', 'pp', 'phi', 'F')}
    for p, q, d, loops, channels in found:
        value = np.full(x.shape[1], (-1.0)**(n - 1 + loops) / factorial(n - 1))
        for j in range(n):
            if j != 0:
                value = value * prop[p[j]][j]
            if j != d:
                value = value * prop[q[j]][j]
        flat = ((x[0] * N + x[p[0]]) * N + x[d]) * N + x[q[d]]
        term = np.bincount(flat, weights=value, minlength=N**4)
        sums['F'] += term
        for name in (channels or {'phi'}):
            sums[name] += term
    return {k: s.reshape((N,) * 4) for k, s in sums.items()}


# ---------- exact side: finite Grassmann integral, no diagrams ----------
def free_tables(G0):
    """Free averages with density insertions on every subset of points."""
    g0, tables = -G0, []
    for size in range(N + 1):
        for subset in combinations(range(N), size):
            s, sign = list(subset), (-1.0)**size
            a = sign * np.linalg.det(g0[np.ix_(s, s)])
            b, e = np.zeros((N, N)), np.zeros((N,) * 4)
            for i, j in np.ndindex(N, N):
                b[i, j] = sign * np.linalg.det(g0[np.ix_([i] + s, [j] + s)])
            for i, j, k, l in np.ndindex(N, N, N, N):
                if i != k and j != l:
                    e[i, j, k, l] = sign * np.linalg.det(
                        g0[np.ix_([i, k] + s, [j, l] + s)])
            tables.append((size, a, b, e))
    return tables


def exchange(v, left, w, right, spec):
    """Hedin vertices from full three-leg vertices, then lambda W lambdabar."""
    lam = v * (left @ inv(w))
    lambar = v * np.tensordot(inv(w), right, 1)
    return lam, w, lambar, es(spec, lam, w, lambar)


def exact(u, tables):
    Z = sum((-u)**m * a * a for m, a, b, e in tables)
    g = sum((-u)**m * a * b for m, a, b, e in tables) / Z
    C = sum((-u)**m * np.multiply.outer(b, b) for m, a, b, e in tables) / Z
    D = sum((-u)**m * a * e for m, a, b, e in tables) / Z
    G, Gi = -g, inv(-g)
    gg = np.multiply.outer(g, g)
    amputate = 'ai,jb,ck,ld,ijkl->abcd'
    F = -es(amputate, Gi, Gi, Gi, Gi, C - gg)
    Fsame = -es(amputate, Gi, Gi, Gi, Gi, D - gg + es('il,kj->ijkl', g, g))
    r = {'Z': Z, 'G': G, 'F': F, 'Fsame': Fsame}
    r['pp'] = exchange(
        u, es('ai,ck,iky->acy', Gi, Gi, np.einsum('iyky->iky', C)),
        u * EYE - u**2 * np.einsum('xyxy->xy', C),
        es('jb,ld,xjl->xbd', Gi, Gi, np.einsum('xjxl->xjl', C)),
        'acx,xy,ybd->abcd')
    r['phbar'] = exchange(
        u, es('ai,ld,ily->ady', Gi, Gi, np.einsum('iyyl->ily', C)),
        u * EYE - u**2 * np.einsum('xyyx->xy', C),
        es('jb,ck,xjk->xbc', Gi, Gi, np.einsum('xjkx->xjk', C)),
        'adx,xy,ybc->abcd')
    for name, s in (('ch', 1), ('sp', -1)):
        K = (D - gg) + s * (C - gg)
        r[name] = exchange(
            s * u, -es('ai,jb,ijx->abx', Gi, Gi, np.einsum('ijxx->ijx', K)),
            s * u * EYE - u**2 * np.einsum('xxyy->xy', K),
            -es('ck,ld,xkl->xcd', Gi, Gi, np.einsum('xxkl->xkl', K)),
            'abx,xy,ycd->abcd')
    parts = {'ph': (r['ch'][3] - r['sp'][3]) / 2,
             'phbar': r['phbar'][3], 'pp': r['pp'][3], 'F': F}
    parts['phi'] = (F - parts['ph'] - parts['phbar'] - parts['pp']
                    + 2 * u * DELTA4)
    r['parts'] = parts
    return r


def taylor(tables, max_order, radius=0.1, samples=32):
    """Taylor coefficients in u from a discrete Cauchy integral."""
    us = radius * np.exp(2j * np.pi * np.arange(samples) / samples)
    values = [exact(u, tables)['parts'] for u in us]
    return {n: {k: sum(val[k] * u**(-n) for u, val in zip(us, values)) / samples
                for k in values[0]} for n in range(1, max_order + 1)}


def closure_error(u, r):
    """Hedin vertex and W rebuilt from F - D_r, compared with correlators."""
    G, F, errors = r['G'], r['F'], []
    lam, w, _, D = r['pp']
    errors.append(lam - DELTA3 + es('abcd,by,dy->acy', F - D, G, G))
    errors.append(w - inv(EYE / u + es('xa,xc,acy->xy', G, G, lam)))
    lam, w, _, D = r['phbar']
    errors.append(lam - DELTA3 + es('abcd,by,yc->ady', F - D, G, G))
    errors.append(w - inv(EYE / u + es('xa,dx,ady->xy', G, G, lam)))
    for name, s in (('ch', 1), ('sp', -1)):
        lam, w, _, D = r[name]
        T = r['Fsame'] + s * F - D
        errors.append(lam - DELTA3 - es('abcd,xc,dx->abx', T, G, G))
        errors.append(w - inv(s * EYE / u - es('xa,bx,aby->xy', G, G, lam)))
    return max(np.abs(e).max() for e in errors)


# ---------- models ----------
U, level, beta = 1.0, -0.3, 3.0
step = beta / N
u_grid = 1 - np.exp(-step * U)
shift = np.diag(np.ones(N - 1), 1)
shift[N - 1, 0] = -1.0                       # antiperiodic in imaginary time
G0_atom = inv(EYE - shift * np.exp(step * level))
G0_generic = np.array([[0.6, -0.3, 0.2], [0.4, 0.5, -0.7], [-0.1, 0.8, 0.3]])
models = {'generic': G0_generic, 'atom': G0_atom}
tables = {k: free_tables(G0) for k, G0 in models.items()}

# ---------- classification against lambda W lambdabar ----------
MAX_ORDER = 4
series = {k: taylor(t, MAX_ORDER) for k, t in tables.items()}
print("1PI diagrams of F(up,down), counted by u-reducibility")
print("order  total   ph  phbar   pp  irreducible")
worst = 0.0
for n in range(1, MAX_ORDER + 1):
    found = diagrams(n)
    if n > 1:
        assert all(len(f[4]) <= 1 for f in found)
    else:
        assert all(len(f[4]) == 3 for f in found)
    count = {c: sum(c in f[4] for f in found) // factorial(n - 1)
             for c in HALVES}
    irreducible = sum(not f[4] for f in found) // factorial(n - 1)
    assert (irreducible > 0) == (n >= 4)
    print(f"{n:5d} {len(found)//factorial(n-1):6d} {count['ph']:4d} "
          f"{count['phbar']:6d} {count['pp']:4d} {irreducible:8d}")
    for k, G0 in models.items():
        sums = graph_sums(G0, n, found)
        for name in sums:
            error = np.abs(sums[name] - series[k][n][name]).max()
            worst = max(worst, error)
            assert error < 1e-8, (k, n, name, error)
        if k == 'generic':
            last = {c: np.abs(s).max() for c, s in sums.items()}
print("generic G0, order 4, largest |coefficient| (dimensionless):")
print("  " + "  ".join(f"{c} {x:.5f}" for c, x in last.items()))
print(f"largest |graph sum - Taylor coefficient|, both models: {worst:.1e}")

# ---------- finite coupling ----------
closure = 0.0
for k in models:
    r = exact(u_grid, tables[k])
    closure = max(closure, closure_error(u_grid, r))
    assert np.allclose(r['phbar'][1], -r['sp'][1], atol=1e-10)
assert closure < 1e-9
print(f"largest closure error of lambda and W at finite u: {closure:.1e}")

atom = exact(u_grid, tables['atom'])
Z_grid = atom['Z'] * (1 + np.exp(-beta * level))**2
number = np.diag([0.0, 1.0, 1.0, 2.0])
double = np.diag([0.0, 0.0, 0.0, 1.0])
levels = np.linalg.eigvalsh(level * number + U * double)
Z_levels = np.exp(-beta * levels).sum()
assert abs(Z_grid / Z_levels - 1) < 1e-12

print(f"Hubbard atom: U = {U:.1f} (energy unit), level = {level:.1f} U, "
      f"beta = {beta:.1f}/U")
print(f"time slices {N}, step {step:.2f}/U, grid coupling u = {u_grid:.6f}")
print(f"partition function: grid {Z_grid:.8f}, four levels {Z_levels:.8f}")
print("all vertices below are dimensionless grid quantities")
print(f"G(1,1) free {G0_atom[0, 0]:.6f}, interacting {atom['G'][0, 0]:.6f}")
for name in ('ch', 'sp', 'phbar', 'pp'):
    lam, w, _, _ = atom[name]
    print(f"{name:5s} W(1,1) {w[0, 0]:9.6f}  W(1,2) {w[0, 1]:9.6f}  "
          f"lambda(1,1;1) {lam[0, 0, 0]:9.6f}")


def row(values):
    return "  ".join(f"{x:9.6f}" for x in values)


lam, w, lambar, D = atom['pp']
print("pair channel, external legs all on slice 1:")
print("  lambda(1,1;x)    x=1..3: " + row(lam[0, 0]))
for i in range(N):
    print(f"  W({i+1},y)           y=1..3: " + row(w[i]))
print("  lambdabar(y;1,1) y=1..3: " + row(lambar[:, 0, 0]))
print(f"  product lambda W lambdabar: {D[0, 0, 0, 0]:.6f}")
parts = atom['parts']
print("slices (up out, up in, down out, down in) and parts of F:")
print("  legs          F        D_ph    D_phbar       D_pp        phi")
for legs in ((0, 0, 0, 0), (0, 0, 1, 1), (0, 1, 1, 0), (0, 1, 0, 1)):
    label = "".join(str(i + 1) for i in legs)
    print(f"  {label}  " + row([parts[c][legs]
                               for c in ('F', 'ph', 'phbar', 'pp', 'phi')]))
print(f"bare subtraction 2u (only for equal slices): {2 * u_grid:.6f}")
print(f"largest |F| {np.abs(parts['F']).max():.6f}, "
      f"largest |phi| {np.abs(parts['phi']).max():.6f}")
print("no test failed")
```

Printed output:

```
1PI diagrams of F(up,down), counted by u-reducibility
order  total   ph  phbar   pp  irreducible
    1      1    1      1    1        0
    2      2    0      1    1        0
    3     13    3      5    5        0
    4    104   26     35   35        8
generic G0, order 4, largest |coefficient| (dimensionless):
  ph 0.44972  phbar 0.60819  pp 0.71475  phi 0.23856  F 0.52844
largest |graph sum - Taylor coefficient|, both models: 7.6e-13
largest closure error of lambda and W at finite u: 5.0e-16
Hubbard atom: U = 1.0 (energy unit), level = -0.3 U, beta = 3.0/U
time slices 3, step 1.00/U, grid coupling u = 0.632121
partition function: grid 6.22040043, four levels 6.22040043
all vertices below are dimensionless grid quantities
G(1,1) free 0.710950, interacting 0.527029
ch    W(1,1)  0.801501  W(1,2) -0.221945  lambda(1,1;1)  1.158188
sp    W(1,1) -0.579528  W(1,2) -0.157996  lambda(1,1;1)  0.984721
phbar W(1,1)  0.579528  W(1,2)  0.157996  lambda(1,1;1)  0.984721
pp    W(1,1)  0.579528  W(1,2) -0.078459  lambda(1,1;1)  0.975831
pair channel, external legs all on slice 1:
  lambda(1,1;x)    x=1..3:  0.975831  -0.019135  -0.009456
  W(1,y)           y=1..3:  0.579528  -0.078459  -0.117046
  W(2,y)           y=1..3: -0.117046   0.579528  -0.078459
  W(3,y)           y=1..3: -0.078459  -0.117046   0.579528
  lambdabar(y;1,1) y=1..3:  0.975831  -0.009456  -0.019135
  product lambda W lambdabar: 0.557843
slices (up out, up in, down out, down in) and parts of F:
  legs          F        D_ph    D_phbar       D_pp        phi
  1111   0.566538   0.734470   0.560357   0.557843  -0.021891
  1122   0.018703   0.072088  -0.002034  -0.000188  -0.051164
  1221   0.141931  -0.014862   0.149461  -0.000188   0.007520
  1212  -0.086136   0.011538   0.001611  -0.094214  -0.005071
bare subtraction 2u (only for equal slices): 1.264241
largest |F| 0.566538, largest |phi| 0.051164
no test failed
```
